# Why the matrix S⁻¹H is self-adjoint in the overlap inner product: a program that tests the result

```python
# Result under test: for Hermitian H and Hermitian positive definite S, A = S^-1 H is in
# general not Hermitian, but is self-adjoint in (x,y)_S = x^+ S y. Hence real eigenvalues
# eps_i, S-orthonormal eigenvectors c_i, ||T_k(Abar)||_S = max|T_k(t_i)|,
# ||T_k(Abar)||_2 <= sqrt(kappa), and a three-term Lanczos recurrence in (.,.)_S.
# Abar = (A-c)/e maps [a,b] to [-1,1]; t_i = (eps_i-c)/e; kappa = cond(S);
# R(y) = y^+Hy / y^+Sy; theta = S-angle to the ground state. Hartree atomic units.
import numpy as np
import sympy as sp
from scipy.linalg import eigh, cho_factor, cho_solve, cholesky
from scipy.special import eval_chebyt
from scipy.constants import physical_constants
EV = physical_constants['Hartree energy in eV'][0]

def lanczos(A, v, m, M):
    # plain three-term recurrence in the inner product x^+ M y
    nrm = lambda x: np.sqrt(abs(np.vdot(x, M @ x)))
    q, qprev, b = v / nrm(v), 0 * v, 0.0
    Q, al, be = [], [], []
    for j in range(m):
        Q.append(q)
        w = A @ q
        a = np.vdot(q, M @ w)
        w = w - a * q - b * qprev
        b = nrm(w)
        al.append(a); be.append(b)
        if j < m - 1:
            qprev, q = q, w / b
    al, be = np.array(al), np.array(be)
    T = np.diag(al) + np.diag(be[:-1], 1) + np.diag(be[:-1], -1)
    return np.array(Q).T, al, be, T

def cheb(A, Y, k, a, b):
    step = lambda Z: (A @ Z - 0.5 * (a + b) * Z) / (0.5 * (b - a))
    y0, y1 = Y, step(Y)
    for _ in range(k - 1):
        y0, y1 = y1, 2 * step(y1) - y0
    return y1

def fmt(x, d=6):
    return ' '.join(f'{t:.{d}f}' for t in np.ravel(x))

# ---- symbolic 2x2 discriminant
h1, h2, h12, s = sp.symbols('h1 h2 h12 s', real=True)
As = sp.Matrix([[1, s], [s, 1]]).inv() * sp.Matrix([[h1, h12], [h12, h2]])
claim = ((h1 - h2)**2 * (1 - s**2) + 4 * (h12 - s * (h1 + h2) / 2)**2) / (1 - s**2)**2
assert sp.simplify(As.trace()**2 - 4 * As.det() - claim) == 0

# ---- random complex Hermitian pencil
rng = np.random.default_rng(7)
cplx = lambda *sh: rng.normal(size=sh) + 1j * rng.normal(size=sh)
B = cplx(6, 6); Hc = (B + B.conj().T) / 2
B = cplx(6, 6); Sc = B @ B.conj().T / 6 + 0.3 * np.eye(6)
Ac = np.linalg.solve(Sc, Hc); Sci = np.linalg.inv(Sc)
x, y = cplx(6), cplx(6)
assert abs(np.vdot(x, Sc @ (Ac @ y)) - np.vdot(Ac @ x, Sc @ y)) < 1e-10
assert abs(np.vdot(x, Ac @ y) - np.vdot(Ac @ x, y)) > 1e-3
assert np.allclose(Ac - Ac.conj().T, Sci @ (Hc @ Sc - Sc @ Hc) @ Sci, atol=1e-10)
Acomm = np.linalg.solve(Hc @ Hc + np.eye(6), Hc)
assert np.abs(Acomm - Acomm.conj().T).max() < 1e-12
w, C = np.linalg.eig(Ac)                      # general nonsymmetric solver
assert np.abs(w.imag).max() < 1e-10
G = C.conj().T @ Sc @ C
assert np.abs(G - np.diag(np.diag(G))).max() < 1e-9
assert np.allclose(Ac.conj().T @ Sc @ C, Sc @ C * w, atol=1e-9)
Lc = cholesky(Sc, lower=True)
sim = Lc.conj().T @ Ac @ np.linalg.inv(Lc.conj().T)
assert np.abs(sim - sim.conj().T).max() < 1e-10
Q, al, be, T = lanczos(Ac, x, 6, Sc)
assert np.abs(al.imag).max() < 1e-10 and be[-1] < 1e-8
assert np.allclose(np.linalg.eigvalsh(T.real), np.sort(w.real), atol=1e-8)
assert lanczos(Ac, x, 6, np.eye(6))[2][-1] > 1e-3

# ---- example (a): two orbitals
def pencil(h11, h22, hh, ss):
    return np.array([[h11, hh], [hh, h22]]), np.array([[1, ss], [ss, 1.0]])
h11, h22, hh, ss = -1.0, -0.5, -0.3, 0.4
H2, S2 = pencil(h11, h22, hh, ss); A2 = np.linalg.solve(S2, H2)
w2, C2 = np.linalg.eig(A2)
assert np.abs(np.imag(w2)).max() < 1e-14
o = np.argsort(w2.real); w2, C2 = w2.real[o], C2.real[:, o]
C2 = C2 / np.sqrt(np.diag(C2.T @ S2 @ C2)) * np.sign(C2[0])
disc = float(claim.subs({h1: h11, h2: h22, h12: hh, s: ss}))
assert abs(w2[1] - w2[0] - np.sqrt(disc)) < 1e-12
assert abs(C2[:, 0] @ S2 @ C2[:, 1]) < 1e-12 and abs(C2[:, 0] @ C2[:, 1]) > 0.1
e1 = np.array([1.0, 0.0])
_, aS, bS, TS = lanczos(A2, e1, 2, S2)
_, aE, bE, TE = lanczos(A2, e1, 2, np.eye(2))
assert np.allclose(np.linalg.eigvalsh(TS), w2, atol=1e-12) and bS[1] < 1e-12
assert np.linalg.eigvalsh(TE)[0] < w2[0] - 0.01 and bE[1] > 0.1
assert A2[0, 0] < w2[0] < H2[0, 0] / S2[0, 0]
a2, b2 = -1.25, -0.25
n_good = np.linalg.norm(cheb(A2, np.eye(2), 50, a2, b2), 2)
assert n_good <= np.sqrt(np.linalg.cond(S2))
H3, S3 = pencil(h11, h22, -0.9, 1.2); A3 = np.linalg.solve(S3, H3)
w3 = np.linalg.eigvals(A3)
n_bad = np.linalg.norm(cheb(A3, np.eye(2), 50, a2, b2), 2)
assert np.abs(w3.imag).min() > 0.1 and n_bad > 1e6
print(f'(a) h11,h22,h12 = {h11} {h22} {hh} Ha, s = {ss}, 1-s^2 = {1-ss**2:.2f}')
print('A rows (Ha):', fmt(A2[0]), '|', fmt(A2[1]))
print(f'discriminant = {disc:.6f} Ha^2')
print('eps (Ha):', fmt(w2), '; (eV):', fmt(w2 * EV, 3))
print('c0:', fmt(C2[:, 0]), '; c1:', fmt(C2[:, 1]))
print(f'c0.c1 = {C2[:,0]@C2[:,1]:.6f}, |c0 S c1| = {abs(C2[:,0]@S2@C2[:,1]):.0e}')
print(f'quotient of e1: Euclid {A2[0,0]:.6f} Ha, S {H2[0,0]/S2[0,0]:.6f} Ha')
print('S-Lanczos alpha:', fmt(aS), f'beta1 {bS[0]:.6f} beta2 {bS[1]:.0e} Ha')
print('S-Lanczos Ritz (Ha):', fmt(np.linalg.eigvalsh(TS)))
print('Euclid alpha:', fmt(aE), 'beta1,beta2:', fmt(bE), 'Ha')
print('Euclid Ritz (Ha):', fmt(np.linalg.eigvalsh(TE)))
print(f'[a,b] = [{a2},{b2}] Ha: ||T_50||_2 = {n_good:.4f}, sqrt(kappa) = {np.sqrt(np.linalg.cond(S2)):.4f}')
print(f'formal s = {S3[0,1]}, h12 = {H3[0,1]} Ha: eig(S) =', fmt(np.linalg.eigvalsh(S3), 2))
print(f'  eps = {w3[0].real:.6f} +- {abs(w3[0].imag):.6f} i Ha, ||T_50||_2 = {n_bad:.2e}')

# ---- example (b): harmonic oscillator in displaced Gaussians
N, d, alpha = 41, 0.5, 4.0
xc = d * (np.arange(N) - N // 2)
r = xc[:, None] - xc[None, :]; X = 0.5 * (xc[:, None] + xc[None, :])
S = np.exp(-alpha * r**2 / 2)
H = S * (0.5 * alpha * (1 - alpha * r**2) + 0.5 * (X**2 + 1 / (4 * alpha)))
xg = np.linspace(-16, 16, 3201); dx = xg[1] - xg[0]
u = xg[:, None] - xc[None, :]
g = (2 * alpha / np.pi)**0.25 * np.exp(-alpha * u**2)
dg = -2 * alpha * u * g
assert np.allclose(g.T @ g * dx, S, atol=1e-11)
assert np.allclose((0.5 * dg.T @ dg + g.T @ (0.5 * xg[:, None]**2 * g)) * dx, H, atol=1e-10)
A = cho_solve(cho_factor(S), H)
v = 1 + xc / 20
Hg = (-0.5 * (4 * alpha**2 * u**2 - 2 * alpha) + 0.5 * xg[:, None]**2) * g
assert np.allclose(np.linalg.lstsq(g, Hg @ v, rcond=None)[0], A @ v, atol=1e-8)
wn = np.linalg.eigvals(A)
eps, C = eigh(H, S)
assert np.abs(np.imag(wn)).max() < 1e-9
assert np.allclose(np.sort(wn.real), eps, atol=1e-9)
for n in range(3):
    assert 0 <= eps[n] - (n + 0.5) < 1e-3     # variational basis-set error
kappa = np.linalg.cond(S)
asym = np.linalg.norm(A - A.T, 2) / np.linalg.norm(A, 2)
fmin = np.linalg.eigvalsh((A + A.T) / 2)[0]
assert asym > 1e-2 and fmin < eps[0] - 1e-4
b = 10 * np.ceil(eps[-1] / 10)
nS, n2 = [], []
for k in range(1, 101):
    M = cheb(A, np.eye(N), k, 0.0, b)
    ns = np.sqrt(eigh(M.T @ S @ M, S, eigvals_only=True)[-1])
    assert abs(ns - np.abs(np.cos(k * np.arccos(2 * eps / b - 1))).max()) < 1e-9
    nS.append(ns); n2.append(np.linalg.norm(M, 2))
assert max(nS) <= 1 + 1e-9 and 1 < max(n2) <= np.sqrt(kappa)
cos02 = abs(C[:, 0] @ C[:, 2]) / np.linalg.norm(C[:, 0]) / np.linalg.norm(C[:, 2])
print(f'(b) N = {N}, spacing = {d} bohr, alpha = {alpha} bohr^-2, S_12 = {S[0,1]:.6f}')
print(f'kappa = {kappa:.2f}, sqrt(kappa) = {np.sqrt(kappa):.3f}, ||A-A^T||/||A|| = {asym:.4f}')
print(f'A[0,1], A[1,0] = {A[0,1]:.5f} {A[1,0]:.5f} Ha; max|Im eig(A)| = {np.abs(np.imag(wn)).max():.0e} Ha')
print('eps0..2 (Ha):', fmt(eps[:3], 8), f'; eps_max = {eps[-1]:.4f} Ha')
print(f'eps0 = {eps[0]*EV:.4f} eV; Euclid |cos(c0,c2)| = {cos02:.4f}')
print(f'min Euclid quotient = {fmin:.6f} Ha')
print(f'[0,{b:.0f}] Ha, k<=100: max||T_k||_S = {max(nS):.6f}, max||T_k||_2 = {max(n2):.4f}')

def tan_theta(z):
    p = C[:, 0] @ S @ z
    z = z - p * C[:, 0]
    return np.sqrt(z @ S @ z) / abs(p)
a = 1.5
assert eps[0] < a <= eps[1] and eps[-1] <= b
t = (eps - (a + b) / 2) / ((b - a) / 2)
tan0 = tan_theta(v)
print(f'filter [a,b] = [{a},{b:.0f}] Ha, t0 = {t[0]:.6f}, arccosh|t0| = {np.arccosh(-t[0]):.5f}, tan0 = {tan0:.4f}')
last = np.inf
for k in (10, 20, 30, 60):
    yk = cheb(A, v, k, a, b)
    ref = C @ (eval_chebyt(k, t) * (C.T @ S @ v))
    assert np.linalg.norm(yk - ref) < 1e-9 * np.linalg.norm(ref)
    gain = np.cosh(k * np.arccosh(-t[0]))
    tk = tan_theta(yk); err = yk @ H @ yk / (yk @ S @ yk) - eps[0]
    assert tk <= tan0 / gain + 1e-12
    assert -1e-12 <= err <= (eps[-1] - eps[0]) * tk**2 + 1e-12
    print(f'Cheb k={k}: |T_k(t0)| {gain:.3e} tan {tk:.3e} bound {tan0/gain:.3e} R-eps0 {err:.3e} Ha')
    if k + 1 <= N:
        eS = np.linalg.eigvalsh(lanczos(A, v, k + 1, S)[3])[0] - eps[0]
        eE = np.linalg.eigvalsh(lanczos(A, v, k + 1, np.eye(N))[3])[0] - eps[0]
        assert -1e-10 <= eS <= err + 1e-10 and eS <= last + 1e-10
        last = eS
        print(f'  Lanczos m={k+1}: Ritz-eps0  S {eS:.3e} Ha, Euclid {eE:.3e} Ha')

m = 11
Q, al, be, T = lanczos(A, v, m, S)
oS = np.abs(Q.T @ S @ Q - np.eye(m)).max()
assert oS < 1e-9 and np.abs(Q.T @ H @ Q - T).max() < 1e-8
QE = lanczos(A, v, m, np.eye(N))[0]
oE = np.abs(QE.T @ QE - np.eye(m)).max()
U = v[:, None] / np.linalg.norm(v)            # Euclidean Arnoldi, full orthogonalization
for j in range(m - 1):
    z = A @ U[:, -1]
    z = z - U @ (U.T @ z); z = z - U @ (U.T @ z)
    U = np.column_stack([U, z / np.linalg.norm(z)])
far = np.abs(np.triu(U.T @ A @ U, 2)).max()
farS = np.abs(np.triu(Q.T @ H @ Q, 2)).max()
assert oE > 1e-3 and far > 1e-3
assert np.allclose(eigh(U.T @ H @ U, U.T @ S @ U, eigvals_only=True),
                   np.linalg.eigvalsh(T), atol=1e-8)
print('S-Lanczos alpha1..3:', fmt(al[:3], 4), 'beta1..3:', fmt(be[:3], 4), 'Ha')
print(f'm={m}: max|Q^T S Q-1| = {oS:.0e}, Euclid three-term max|Q^T Q-1| = {oE:.4f}')
print(f'm={m}: largest element beyond tridiagonal: S {farS:.0e} Ha, Euclid Arnoldi {far:.4f} Ha')
print('success')
```

Running it gives:

```
(a) h11,h22,h12 = -1.0 -0.5 -0.3 Ha, s = 0.4, 1-s^2 = 0.84
A rows (Ha): -1.047619 -0.119048 | 0.119048 -0.452381
discriminant = 0.297619 Ha^2
eps (Ha): -1.022772 -0.477228 ; (eV): -27.831 -12.986
c0: 1.068074 -0.222920 ; c1: 0.222920 -1.068074
c0.c1 = 0.476190, |c0 S c1| = 6e-17
quotient of e1: Euclid -1.047619 Ha, S -1.000000 Ha
S-Lanczos alpha: -1.000000 -0.500000 beta1 0.109109 beta2 2e-16 Ha
S-Lanczos Ritz (Ha): -1.022772 -0.477228
Euclid alpha: -1.047619 -0.452381 beta1,beta2: 0.119048 0.238095 Ha
Euclid Ritz (Ha): -1.070546 -0.429454
[a,b] = [-1.25,-0.25] Ha: ||T_50||_2 = 0.8378, sqrt(kappa) = 1.5275
formal s = 1.2, h12 = -0.9 Ha: eig(S) = -0.20 2.20
  eps = -0.750000 +- 0.376889 i Ha, ||T_50||_2 = 6.55e+14
(b) N = 41, spacing = 0.5 bohr, alpha = 4.0 bohr^-2, S_12 = 0.606531
kappa = 67.59, sqrt(kappa) = 8.221, ||A-A^T||/||A|| = 0.1484
A[0,1], A[1,0] = -1.71255 -5.35908 Ha; max|Im eig(A)| = 0e+00 Ha
eps0..2 (Ha): 0.50000381 1.50002014 2.50007060 ; eps_max = 57.5678 Ha
eps0 = 13.6058 eV; Euclid |cos(c0,c2)| = 0.0880
min Euclid quotient = 0.496082 Ha
[0,60] Ha, k<=100: max||T_k||_S = 1.000000, max||T_k||_2 = 6.8664
filter [a,b] = [1.5,60] Ha, t0 = -1.034188, arccosh|t0| = 0.26075, tan0 = 2.2714
Cheb k=10: |T_k(t0)| 6.819e+00 tan 2.374e-01 bound 3.331e-01 R-eps0 1.106e+00 Ha
  Lanczos m=11: Ritz-eps0  S 2.139e-02 Ha, Euclid -5.020e+00 Ha
Cheb k=20: |T_k(t0)| 9.201e+01 tan 1.851e-02 bound 2.469e-02 R-eps0 8.006e-03 Ha
  Lanczos m=21: Ritz-eps0  S 6.027e-06 Ha, Euclid -5.084e+01 Ha
Cheb k=30: |T_k(t0)| 1.248e+03 tan 1.086e-03 bound 1.820e-03 R-eps0 3.180e-05 Ha
  Lanczos m=31: Ritz-eps0  S 2.869e-11 Ha, Euclid -1.101e+02 Ha
Cheb k=60: |T_k(t0)| 3.115e+06 tan 4.550e-07 bound 7.292e-07 R-eps0 3.446e-12 Ha
S-Lanczos alpha1..3: 18.0349 27.0318 27.7167 beta1..3: 15.5879 13.6055 14.0654 Ha
m=11: max|Q^T S Q-1| = 6e-15, Euclid three-term max|Q^T Q-1| = 0.7642
m=11: largest element beyond tridiagonal: S 4e-13 Ha, Euclid Arnoldi 1.9983 Ha
success
```
